# Second derivative of the non-interacting kinetic energy and the Lindhard function, part 2

We seek the second functional derivative $K(\mathbf r,\mathbf r')$ of $T_s[n]$, the lowest kinetic energy of a determinant with density $n$. Non-interacting electrons, $N$ in number, in a potential $v$ doubly occupy real orthonormal orbitals $\varphi_i,\varphi_j$; empty orbitals $\varphi_a$ lie above a gap. The one-electron Hamiltonian $h=-\hbar^2\nabla^2/2m+v$ has levels $\varepsilon_p$, and $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. With ground-state energy $E[v]$,

$$T_s[n]=E[v]-\int v\,n\,d^3r. \tag{1}$$

A small $\delta v$ produces $\delta n=\chi_s\delta v$, where

$$\chi_s(\mathbf r,\mathbf r')=4\sum_{i,a}\frac{\varphi_i(\mathbf r)\varphi_a(\mathbf r)\varphi_a(\mathbf r')\varphi_i(\mathbf r')}{\varepsilon_i-\varepsilon_a}. \tag{3}$$

With $w_{ai}=\int\varphi_a\,\delta v\,\varphi_i\,d^3r$, and a prime on a function meaning its value at $\mathbf r'$,

$$\iint\delta v\,\chi_s\,\delta v'\,d^3r\,d^3r'=-4\sum_{i,a}\frac{w_{ai}^2}{\varepsilon_a-\varepsilon_i}\le0. \tag{4}$$

The first derivation differentiated $\delta T_s/\delta n=-v+\text{constant}$ along a straight path of densities. On density changes of zero integral, where $\chi_s$ can be inverted, it found

$$\boxed{\;\frac{\delta^2T_s}{\delta n(\mathbf r)\,\delta n(\mathbf r')}=-\chi_s^{-1}(\mathbf r,\mathbf r')\;} \tag{5}$$

The uniform gas has density $n_0$, a periodic box of volume $\Omega$, and plane waves filled up to $k_F=(3\pi^2n_0)^{1/3}$. A modulation has wave vector $\mathbf q$, and $\eta=q/2k_F$. For occupied $\mathbf k$ and $\mathbf k+\mathbf q$, the state $\mathbf k'=-\mathbf k-\mathbf q$ is also occupied and

$$q^2+2\mathbf k'\cdot\mathbf q=-(q^2+2\mathbf k\cdot\mathbf q), \tag{6}$$

so such terms cancel in pairs; in the integral this requires the principal value, marked P. The response $\chi_0$ and curvature $K(q)$, an energy times a volume, are

$$\chi_0(q)=-\frac{mk_F}{\pi^2\hbar^2}F(\eta),\qquad F(\eta)=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| . \tag{7}$$

$$\boxed{\;K(q)=-\frac1{\chi_0(q)}=\frac{\pi^2\hbar^2}{mk_F}\,\frac1{F(\eta)}\;} \tag{8}$$

Write $K_0=\pi^2\hbar^2/mk_F$. Numerical values use eV and nm, with SI units where stated. The finite test system in the final table has four electrons on eight grid points of spacing $a=0.10$ nm; a "transfer" moves charge from one point to another.

The second derivation now obtains the same results by minimizing over orbitals, without differentiating a potential with respect to a density.

**The energy of a nearby determinant.** Apart from a rotation among occupied orbitals, which changes neither density nor energy, a determinant close to the ground state has the orbitals

$$\tilde\varphi_i=\varphi_i+\sum_ac_{ai}\varphi_a-\frac12\sum_{j}\sum_ac_{ai}c_{aj}\,\varphi_j+O(c^3).$$

The last sum keeps them orthonormal: the overlap of $\tilde\varphi_i$ and $\tilde\varphi_j$ gains $\sum_ac_{ai}c_{aj}$ from the second term and loses the same amount through the third. The coefficients are taken real and equal for both spins. Imaginary parts would not alter the density at first order but would cost energy. For a given sum of the two spin coefficients, the sum of their squares is smallest when they are equal.

The expectation value of $h$ summed over electrons contains no term linear in $c$, since $h$ does not couple $\varphi_i$ to $\varphi_a$. At second order the empty orbitals add $2\sum\varepsilon_ac_{ai}^2$ and the normalization removes $2\sum\varepsilon_ic_{ai}^2$:

$$\langle h\rangle=E[v]+2\sum_{i,a}\Delta_{ai}c_{ai}^2+O(c^3).$$

If the determinant has density $n+\delta n$, its kinetic energy is $\langle h\rangle-\int v(n+\delta n)\,d^3r$. With $E[v]-\int vn\,d^3r=T_s[n]$,

$$T=T_s[n]-\int v\,\delta n\,d^3r+2\sum_{i,a}\Delta_{ai}c_{ai}^2+O(c^3). \tag{9}$$

The first derivative of $T_s$ is already visible as $-v$. The curvature is the smallest value of the quadratic term for the given density change.

**The minimum.** To first order the density condition is

$$4\sum_{i,a}c_{ai}\,\varphi_i(\mathbf r)\varphi_a(\mathbf r)=\delta n(\mathbf r). \tag{10}$$

The second-order part of the density must be corrected as well. This takes additional coefficients of second order in $\delta n$, which change the quadratic term of (9) only at third order. On a grid they exist because $\chi_s$ can be inverted; in continuous space their existence is an assumption about $\delta n$. Nor can a distant determinant do better. A trial with $c$ of order $\delta n$ has $\langle h\rangle-E[v]$ of order $\delta n^2$. The minimizing determinant lies no higher, and since every excited determinant costs at least the gap, its excited weight is also of order $\delta n^2$. Its coefficients are therefore of order $\delta n$.

Impose (10) with a multiplier function $w(\mathbf r)$: make

$$2\sum_{i,a}\Delta_{ai}c_{ai}^2+\int w\Big(4\sum_{i,a}c_{ai}\varphi_i\varphi_a-\delta n\Big)d^3r$$

stationary. The derivative with respect to $c_{ai}$ is $4\Delta_{ai}c_{ai}+4w_{ai}=0$, with $w_{ai}=\int\varphi_aw\varphi_i\,d^3r$, so

$$c_{ai}=-\frac{w_{ai}}{\Delta_{ai}} .$$

These are the first-order coefficients that a potential $w$ would produce. The multiplier is thus the change of potential that holds the new density in place. Inserted into (10), they give $\delta n=\chi_sw$. Because the quadratic term is a sum of squares with positive weights, the stationary point is a minimum, and by (4) its value is

$$2\sum_{i,a}\frac{w_{ai}^2}{\Delta_{ai}}=-\frac12\iint w\,\chi_s\,w'\,d^3r\,d^3r'=-\frac12\iint\delta n\,\chi_s^{-1}\,\delta n'\,d^3r\,d^3r' .$$

Hence

$$T_s[n+\delta n]=T_s[n]-\int v\,\delta n\,d^3r-\frac12\iint\delta n\,\chi_s^{-1}\,\delta n'\,d^3r\,d^3r'+O(\delta n^3),$$

which is (5) again.

**A ripple in the uniform gas.** Let the density be $n_0+A\cos qz$. Since $\cos^2$ averages to $\frac12$, the second-order energy per volume is

$$\frac{\Delta T}{\Omega}=\frac12K(q)\,A^2\cdot\frac12=\frac{K(q)A^2}{4}. \tag{11}$$

There is no first-order term, because $v$ is constant in the uniform gas and the ripple integrates to zero.

To make the ripple, mix each occupied wave $\mathbf k$ with those of the waves $\mathbf k\pm\mathbf q$ that are empty. Number these transitions by $t$, with real coefficients $c_t$ and energies $\Delta_t$. One transition changes $|\varphi_{\mathbf k}|^2$ by $(2c_t/\Omega)\cos qz$; spin doubles it. Hence

$$A=\frac4\Omega\sum_tc_t,\qquad \Delta T=2\sum_t\Delta_tc_t^2 .$$

Other transitions do not help to form this ripple and cost energy. The Cauchy-Schwarz inequality, applied to the products of $1/\sqrt{\Delta_t}$ and $\sqrt{\Delta_t}\,c_t$, states

$$\Big(\sum_tc_t\Big)^2\le S\sum_t\Delta_tc_t^2,\qquad S=\sum_t\frac1{\Delta_t},$$

with equality when $c_t$ is proportional to $1/\Delta_t$. The least energy is therefore $\Delta T=2(\Omega A/4)^2/S=\Omega^2A^2/8S$. Comparison with (11) gives

$$K(q)=\frac{\Omega}{2S}. \tag{12}$$

Many cheap transitions make the gas easy to modulate.

The two signs of $\mathbf q$ contribute equally to $S$. Transitions into occupied states may be added, since they cancel by (6), at the price of a principal value:

$$\frac S\Omega=2\cdot\frac{2m}{\hbar^2}\,\mathrm P\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac1{q^2+2k_zq} .$$

The integrand depends on $k_z$ alone, so cut the sphere into discs of area $\pi(k_F^2-k_z^2)$. With $k_z=k_Fx$ the denominator is $2qk_F(x+\eta)$, and

$$\frac S\Omega=\frac{4m}{\hbar^2}\cdot\frac{\pi}{8\pi^3}\cdot\frac{k_F^2}{2q}\,J=\frac{mk_F}{8\pi^2\hbar^2\eta}\,J,\qquad J=\mathrm P\!\!\int_{-1}^1\frac{1-x^2}{x+\eta}\,dx .$$

Write $1-x^2=(1-\eta^2)+(\eta-x)(\eta+x)$. Then

$$J=\int_{-1}^1(\eta-x)\,dx+(1-\eta^2)\,\mathrm P\!\!\int_{-1}^1\frac{dx}{x+\eta}=2\eta+(1-\eta^2)\ln\left|\frac{1+\eta}{1-\eta}\right|=4\eta F(\eta).$$

So $S/\Omega=mk_FF/2\pi^2\hbar^2$, and (12) returns $K(q)=K_0/F(\eta)$.

**Long and short waves.** For small $\eta$ the logarithm is $2(\eta+\eta^3/3+\eta^5/5+\dots)$, so

$$F=\frac12+\frac{1-\eta^2}{2}\Big(1+\frac{\eta^2}3+\frac{\eta^4}5+\dots\Big)=1-\frac{\eta^2}3-\frac{\eta^4}{15}-\dots,$$

$$\frac1F=1+\frac{\eta^2}3+\Big(\frac1{15}+\frac19\Big)\eta^4+\dots=1+\frac{\eta^2}3+\frac{8\eta^4}{45}+\dots$$

The leading term is the Thomas-Fermi curvature. The kinetic energy per volume is $\frac35n\varepsilon_F$ with $\varepsilon_F=\hbar^2k_F^2/2m\propto n^{2/3}$. Its first derivative is $\varepsilon_F$ and its second is $2\varepsilon_F/3n=\pi^2\hbar^2/mk_F=K_0$.

The von Weizsäcker energy $\frac{\hbar^2}{8m}\int|\nabla n|^2/n\,d^3r$ of the ripple is $\hbar^2q^2A^2/16mn_0$ per volume at second order. By (11) its curvature is $\hbar^2q^2/4mn_0=3\eta^2K_0$. The term $\eta^2/3$ is thus one ninth of von Weizsäcker.

For large $\eta$ the logarithm is $2(\eta^{-1}+\eta^{-3}/3+\eta^{-5}/5+\eta^{-7}/7+\dots)$. The constant terms in $F$ cancel, leaving

$$F=\frac1{3\eta^2}+\frac1{15\eta^4}+\frac1{35\eta^6}+\dots,\qquad
\frac1F=3\eta^2-\frac35-\frac{24}{175\,\eta^2}+\dots$$

The leading term is the full von Weizsäcker curvature. Equation (12) shows why: for $q\gg k_F$ every transition costs nearly $\hbar^2q^2/2m$, and each of the $N/2$ occupied waves has two of them. So $S\approx2mN/\hbar^2q^2$ and $K\approx\hbar^2q^2/4mn_0$. The next term is $-\frac35$, whereas the sum of the Thomas-Fermi and full von Weizsäcker functionals has $+1$. That sum is too large by $\frac85K_0$ in this limit.

**The singular point.** At $q=2k_F$ the wave vector just spans the Fermi sphere; beyond it every state $\mathbf k+\mathbf q$ is empty. There $F=\frac12$, and nearby

$$F\approx\frac12+\frac{1-\eta}2\ln\frac2{|1-\eta|},\qquad \frac{dF}{d\eta}\approx\frac12-\frac12\ln\frac2{|1-\eta|} .$$

As $d(1/F)/d\eta=-F'/F^2$ and $F^2\to\frac14$, the slope of $1/F$ approaches $2\ln(2/|1-\eta|)-2$, which grows without limit on both sides. A gradient expansion cut off at finite order has a polynomial in $q^2$ for its curvature, with a finite slope everywhere. It cannot reproduce this point; a functional that does so must be nonlocal in another way.

**Numbers.** Take the round density $n_0=5\times10^{28}\ \mathrm{m^{-3}}=50\ \mathrm{nm^{-3}}$. Then $k_F=1.140\times10^{10}\ \mathrm{m^{-1}}$, $\varepsilon_F=4.949$ eV and

$$K_0=\frac{2\varepsilon_F}{3n_0}=\frac{2\times4.949}{3\times50}=0.0660\ \mathrm{eV\,nm^3}=1.057\times10^{-47}\ \mathrm{J\,m^3}.$$

At $\eta=0.9$, $F=0.6554$ and $K=0.0660/0.6554=0.1007\ \mathrm{eV\,nm^3}$. A ripple of one percent has $A=0.5\ \mathrm{nm^{-3}}$. It needs a potential of amplitude $-KA=-0.050$ eV and costs, per electron,

$$\frac{KA^2}{4n_0}=\frac{0.1007\times0.25}{4\times50}=1.26\times10^{-4}\ \mathrm{eV}.$$

The curvatures in units of $K_0$ compare as follows. GE2 denotes Thomas-Fermi plus one ninth of von Weizsäcker; TF+vW contains the full term.

| $\eta$ | $1/F$ | GE2 | TF+vW |
|---|---|---|---|
| 0.3 | 1.03 | 1.03 | 1.27 |
| 0.9 | 1.53 | 1.27 | 3.43 |
| 1.5 | 6.07 | 1.75 | 7.75 |
| 2.5 | 18.13 | 3.08 | 19.75 |

With errors measured relative to the exact value $1/F$, GE2 is good for long waves, 17 percent too low at $\eta=0.9$, and far too low beyond $\eta=1$. TF+vW errs most, in relative terms, at the intermediate value 0.9, and is 9 percent too high at $\eta=2.5$. The numerical check also diagonalizes the gas in a weak cosine potential and takes $K$ from its kinetic energy and ripple amplitude. At the five wave numbers tried, the result agrees with (8) to within a relative deviation of $10^{-5}$.

**What each derivation assumes.** Both need a gapped, closed-shell starting state and a density change that some potential can produce at first order. If the highest level is partly filled, the ground state is degenerate, the denominators in (3) can vanish, and neither argument applies as it stands. Both treat the uniform gas as a sequence of closed-shell boxes. The gap shrinks as the box grows, so the ripple is made small first and the box large afterwards. That the order of these limits does not matter has not been proved here; the diagonalization, made for an infinite gas with a small finite ripple, supports it.

The first derivation assumes more about the neighbourhood of $n$. Every density on a short straight path must belong to a gapped ground state, and its potential must vary smoothly. In return, $\delta T_s/\delta n=-v+\text{constant}$ holds along the whole path, and the curvature is one more derivative of it.

The second assumes a potential for the starting density alone, together with, in continuous space, the small orbital corrections that remove the second-order part of the density. The perturbing potential appears as a multiplier, and the positive curvature as a minimum of positive terms. Its price is the expansion in orbital coefficients, which must be small. A short wavelength does not by itself violate this condition: for $q\gg k_F$ the $N$ transitions have nearly equal energies, so $A=(4/\Omega)\sum_tc_t$ gives $c_t\approx A/4n_0$ whatever $q$ is. But since $K(q)$ grows as $q^2$, a ripple of small amplitude and very short wavelength can still be expensive: smallness of $\delta n$ at each point does not by itself make the kinetic energy change small. On a fixed finite grid the quadratic form is bounded, so the energy change vanishes with the amplitude. For a uniform gas the bound is set by the largest wave number, but in a non-uniform system it can be very large, since the curvature grows as the population of a point approaches zero; in continuous space (5) gives a finite curvature only for density changes whose quadratic form converges, which in the uniform gas requires $\int|\nabla\delta n|^2\,d^3r$ to be finite.

## Table of computed values

```
FINITE SYSTEM: 4 electrons, 8 grid points
grid spacing = 0.10 nm
hbar^2/(2 m a^2) = 3.8100 eV
potential (eV): 0.0 -1.0 -0.5 0.5 1.0 0.0 -1.0 0.5
populations: 0.2402 0.7441 0.6822 0.3490 0.3226 0.6449 0.7830 0.2340
T_s = 4.74967 eV
gap = 2.5013 eV
weakest nonzero chi eigenvalue = -0.03161 1/eV
strongest chi eigenvalue = -0.24414 1/eV
transfer: T_s curvature, -inverse chi (eV)
  1 to 8: 36.8340, 36.8339
  3 to 6: 28.5813, 28.5813
  4 to 5: 42.8909, 42.8909
largest relative deviation, 28 transfers = 4.4e-06
UNIFORM GAS
density = 5.00e+28 m^-3
kF = 1.1397e+10 m^-1
Fermi energy = 4.9490 eV
K0 = 1.0572e-47 J m^3 = 0.06599 eV nm^3
curvatures divided by K0:
eta    F        direct   Lindhard GE2      TF+vW
0.3   0.9694   1.0315   1.0315   1.0300   1.2700
0.6   0.8697   1.1499   1.1499   1.1200   2.0800
0.9   0.6554   1.5258   1.5258   1.2700   3.4300
1.5   0.1647   6.0717   6.0716   1.7500   7.7500
2.5   0.0552  18.1264  18.1262   3.0833  19.7500
eta, K (eV nm^3), cost of 1% ripple (micro-eV per electron)
0.3  0.06807  85.08
0.6  0.07587  94.84
0.9  0.10068  125.85
1.5  0.40065  500.81
2.5  1.19609  1495.11
deviation, chi_0 quadrature = 1.6e-15
deviation, kinetic energy of ripple = 7.8e-06
deviation, density response = 1.6e-05
LIMITS of 1/F
small eta: eta^2 coefficient = 0.333334
small eta: eta^4 coefficient = 0.177778
large eta: constant after 3 eta^2 = -0.600000
large eta: eta^-2 coefficient = -0.137143
1/F next to eta = 1: 2.000000
side, |1-eta|, slope of 1/F, logarithmic law
  -1  1e-04  17.7734  17.8070
  -1  1e-08  36.2276  36.2277
  +1  1e-04  17.8406  17.8070
  +1  1e-08  36.2277  36.2277
```
